\section*{Quantum-Dot Laser Thresholds: Temperature Insensitivity and Its Loss Through Excited States}

\section{One level per band}

Consider a laser whose dots are identical and have a single electron level and a single hole level, each with degeneracy $g_0=2$ from spin. Let $f_e$ and $f_h$ be the mean occupations of one electron state and one hole state. Stimulated emission needs both states filled and absorption needs both empty. For independent occupations the gain is therefore proportional to
\begin{equation}
f_ef_h-(1-f_e)(1-f_h)=f_e+f_h-1 .
\end{equation}
With saturated modal gain $G$ and total optical loss $\alpha$, mirrors included, threshold requires
\begin{equation}
G(f_e+f_h-1)=\alpha
\quad\Longrightarrow\quad
f_e+f_h=1+b,\qquad b=\frac{\alpha}{G}<1 .
\label{eq:clamp}
\end{equation}
The dots are undoped and neutral on average, so $g_0f_e=g_0f_h$ and both occupations equal
\begin{equation}
f_0=\frac{1+b}{2}.
\end{equation}
Each electron state recombines with one hole state, with radiative lifetime $\tau$ when both are filled. For $N$ dots per unit area, all layers together, and every injected pair captured by a dot, the threshold current density is
\begin{equation}
J_{\rm id}=\frac{eN}{\tau}\,g_0f_0^2=\frac{eN}{\tau}\,\frac{g_0(1+b)^2}{4}.
\label{eq:ideal}
\end{equation}
Temperature does not appear. The loss fixes the number of carriers on the lasing level, and there is no other level to which heat could move them. The Fermi level does move. Measured from the lasing level, it follows from $f_0=1/(1+e^{-\mu/kT})$ as $\mu=kT\ln[(1+b)/(1-b)]$, and this shift is what keeps the population fixed.

The usual measure of temperature sensitivity is $T_0$, defined by $1/T_0=d\ln J/dT$. Equation~\eqref{eq:ideal} gives an infinite $T_0$, provided that $b$ and $\tau$ are constant. If they drift, then for fixed $N$
\begin{equation}
\frac{1}{T_0}=\frac{2}{1+b}\frac{db}{dT}-\frac{1}{\tau}\frac{d\tau}{dT},
\end{equation}
even with one level. Below, $b$ and $\tau$ are held constant, and Auger recombination, traps and leakage out of the dots are left out.

For round parameters $N=2.5\times10^{11}\,{\rm cm^{-2}}$, $\tau=1$ ns, $\alpha=6\,{\rm cm^{-1}}$ and $G=20\,{\rm cm^{-1}}$, one has $b=0.30$, $f_0=0.65$ and $eN/\tau=40.054\,{\rm A/cm^2}$. Hence $J_{\rm id}=40.054\times2\times0.65^2=33.85\,{\rm A/cm^2}$ at every temperature.

\section{Why a quantum well behaves differently}

Take a well with equal electron and hole masses, one subband per band, and a constant density of states $D$ per area and energy. Let its peak gain come from the band edge, so that the edge occupation is again clamped at $f(0)=(1+b)/2$. States of equal in-plane momentum recombine, so an electron at energy $E$ above its edge meets a hole at the same energy above its own:
\begin{equation}
J_{\rm w}=\frac{eD}{\tau}\int_0^\infty f(E)^2\,dE .
\end{equation}
The Fermi function obeys $df/dE=-f(1-f)/kT$, so $f^2=f+kT\,df/dE$. The two terms integrate to
\begin{align}
\int_0^\infty f\,dE&=kT\ln\!\left(1+e^{\mu/kT}\right)
=kT\ln\frac{1}{1-f(0)}=kT\ln\frac{2}{1-b},\\
kT\int_0^\infty\frac{df}{dE}\,dE&=-kT f(0)=-kT\,\frac{1+b}{2}.
\end{align}
Therefore
\begin{equation}
J_{\rm w}=\frac{eD}{\tau}\,kT\left[\ln\frac{2}{1-b}-\frac{1+b}{2}\right],
\qquad T_0=T .
\end{equation}
The bracket is constant (0.40 for $b=0.30$), so $J_{\rm w}\propto T$ and $T_0=300$ K at 300 K. The carriers at the edge set the gain, while those spread over an energy of order $kT$ above it also consume current. The single-level dot lacks these higher states.

\section{Excited shells with equal ladders}

Now let each band of the dot have shells at energies $E_i$ above its ground level, with $E_0=0$ and degeneracies $g_i$. The ladders are equal for electrons and holes, equal shells recombine with the same $\tau$, and the carriers of each band are in thermal equilibrium among themselves. Lasing is taken to stay on the ground transition. If the peak gain of a shell scales with its degeneracy, this needs $(g_i/g_0)(2f_i-1)<b$ for every excited shell; for $g_1=4$ and $b=0.30$ it holds when the first spacing exceeds $0.32\,kT$, about 8 meV at 300 K.

Both bands then have the same relation between carrier number and Fermi level, and that relation is monotonic. Neutrality therefore makes the two distributions equal, and Eq.~\eqref{eq:clamp} again gives $f_0=(1+b)/2$. From $e^{-\mu/kT}=(1-f_0)/f_0=(1-b)/(1+b)$,
\begin{equation}
f_i=\frac{1}{1+\dfrac{1-b}{1+b}\,e^{E_i/kT}},\qquad
J=\frac{eN}{\tau}\sum_i g_if_i^2 .
\label{eq:ladder}
\end{equation}
The ground term is $J_{\rm id}$. The others are current that does not contribute to the gain at the lasing transition. Differentiation gives $df_i/dT=f_i(1-f_i)E_i/(kT^2)$, and so
\begin{equation}
\frac{1}{T_0}=\frac{1}{kT^2}\,
\frac{\sum_i2g_if_i^2(1-f_i)E_i}{\sum_ig_if_i^2}>0 .
\label{eq:T0}
\end{equation}
A single excited shell is enough to make $T_0$ finite. Its size depends on the spacing.

\subsection{What ``well separated'' means}

For one excited shell at $\Delta\gg kT$, the 1 in the denominator of $f_1$ can be dropped, so that $f_1\simeq[(1+b)/(1-b)]e^{-\Delta/kT}$. Dividing $g_1f_1^2$ by $g_0f_0^2$ gives
\begin{equation}
\frac{J-J_{\rm id}}{J_{\rm id}}\simeq
\frac{g_1}{g_0}\,\frac{4}{(1-b)^2}\,e^{-2\Delta/kT}.
\label{eq:excess}
\end{equation}
The exponent contains $2\Delta$ because both an electron and a hole must be excited. To keep the relative excess below a chosen $\epsilon\ll1$, one needs
\begin{equation}
\Delta\gtrsim\frac{kT}{2}\ln\frac{4g_1}{g_0(1-b)^2\epsilon}.
\end{equation}
With $g_1=4$, $b=0.30$, $\epsilon=0.01$ and $kT=25.85$ meV at 300 K, this is $3.7\,kT$, or about 96 meV in each band.

\subsection{Size of the effect}

Take $\Delta=60$ meV at 300 K. Then $e^{\Delta/kT}=10.185$ and $f_1=1/(1+0.5385\times10.185)=0.1542$. The current is $40.054\,(0.845+4\times0.1542^2)=37.7\,{\rm A/cm^2}$, which is 11\% above $J_{\rm id}$. Equations~\eqref{eq:ladder} and \eqref{eq:T0} give:

\begin{center}
\begin{tabular}{ccccc}
$\Delta$ (meV) & $T$ (K) & $f_1$ & $J$ (A/cm$^2$) & $T_0$ (K)\\
60 & 200 & 0.054 & 34.3 & 2230\\
60 & 300 & 0.154 & 37.7 & 755\\
60 & 400 & 0.246 & 43.5 & 685\\
30 & 200 & 0.246 & 43.5 & 343\\
30 & 300 & 0.368 & 55.5 & 524\\
30 & 400 & 0.438 & 64.5 & 859
\end{tabular}
\end{center}

At $\Delta=200$ meV the current stays at $33.85\,{\rm A/cm^2}$ from 200 to 400 K, to the digits given.

For 30 meV, $T_0$ rises with temperature although the laser is getting worse. The excited shell is filling towards its formal limit $f_1\to f_0$, where $J\to(eN/\tau)(g_0+g_1)f_0^2$, three times $J_{\rm id}$. (With gain proportional to degeneracy the excited transition would start to lase before that, near $2.6J_{\rm id}$.) A large local $T_0$ can thus mean that the penalty has largely been paid already. The threshold itself must be quoted beside it.

\subsection{Many shells}

Two shells saturate, but a dense ladder does not. A two-dimensional harmonic confinement has $E_n=n\Delta$ and $g_n=2(n+1)$. For $\Delta\ll kT$, set $x=n\Delta/kT$, replace $n+1$ by $n$, and turn the sum into an integral:
\begin{equation}
\sum_n2(n+1)f_n^2\simeq
2\left(\frac{kT}{\Delta}\right)^2
\int_0^\infty\frac{x\,dx}{\left[1+\frac{1-b}{1+b}e^x\right]^2}.
\end{equation}
The integral does not depend on $T$, so $J\propto T^2$ and $T_0\to T/2$, which is 150 K at 300 K. In so dense a ladder a higher shell would reach threshold before the ground level. That lowers the prefactor of $J$, but $T_0$ still tends to $T/2$. This is half the value for the well, because the number of accessible states now grows as $T^2$ and not as $T$.

Summing the ladder numerically at 300 K gives $T_0=723$, 303 and 191 K for spacings of 60, 30 and 10 meV. A numerical root search puts equality with the well at $\Delta=29.6$ meV, about $1.1\,kT$. These figures assume an unlimited ladder. A real dot has finite depth, with barrier or wetting-layer states above it that need their own density of states.

\section{Closely spaced hole levels}

Under similar confinement, heavier carriers have more closely spaced levels, so heavy holes can have a smaller level spacing than electrons. With one excited shell per band and spacings $\Delta_e$ and $\Delta_h$, the threshold follows from
\begin{align}
f_{e0}+f_{h0}&=1+b,\\
g_0f_{e0}+g_1f_{e1}&=g_0f_{h0}+g_1f_{h1},
\label{eq:neutral}\\
f_{c1}&=\left[1+\frac{1-f_{c0}}{f_{c0}}e^{\Delta_c/kT}\right]^{-1},
\quad c=e,h,\\
J&=\frac{eN}{\tau}\left(g_0f_{e0}f_{h0}+g_1f_{e1}f_{h1}\right).
\end{align}

\subsection{A single electron level}

First let $\Delta_e\to\infty$, so that $f_{e1}=0$. Neutrality gives $d\equiv f_{e0}-f_{h0}=(g_1/g_0)f_{h1}$. Since the sum of the ground occupations is fixed,
\begin{equation}
f_{e0}f_{h0}=\frac{(1+b)^2-d^2}{4}.
\end{equation}
Heating raises $f_{h1}$ at given $f_{h0}$, and $d$ must grow. The accompanying fall of $f_{h0}=(1+b-d)/2$ weakens this growth but cannot reverse it: if $d$ did not grow, $f_{h0}$ would not fall, and $f_{h1}$ would have to rise, a contradiction. The radiative threshold therefore \emph{decreases} on heating. For $\Delta_h=10$ meV, numerical solution gives 30.6 ${\rm A/cm^2}$ at 100 K and 27.0 ${\rm A/cm^2}$ at 400 K. Thermally populated hole states alone do not raise the radiative threshold.

They have other costs. The number of electrons per dot grows from 1.705 to 1.887 over the same range, so a trap current proportional to that number would grow too. The reachable gain also shrinks. Since $f_{e0}\le1$, threshold needs $f_{h0}\ge b$. The dot holds at most $g_0$ electrons, so neutrality requires $g_0b+g_1f_{h1}\le g_0$, with $f_{h1}$ taken at $f_{h0}=b$. As $kT/\Delta_h\to\infty$, $f_{h1}\to b$. For $b>g_0/(g_0+g_1)$, here $1/3$, there is thus a temperature above which this laser cannot reach threshold.

\subsection{An excited electron shell within reach}

Now take $\Delta_e=60$ meV and $\Delta_h=10$ meV. The numerical solution gives $J=33.0$, 30.8, 38.2, 50.2 and 59.6 ${\rm A/cm^2}$ at 50, 100, 200, 300 and 400 K. The current first falls, as in the single-level case, while $f_{e1}$ is only 0.005 at 100 K. It then rises steeply. Between 50 and 200 K it passes through a minimum, where $1/T_0$ changes sign.

At 300 K the solution has $f_{e0}=0.791$, $f_{h0}=0.509$, $f_{e1}=0.271$ and 2.668 electrons per dot. Equation~\eqref{eq:neutral} then gives $f_{h1}=(2.668-2\times0.509)/4=0.413$. The ground shell takes $40.05\times2\times0.791\times0.509=32.2\,{\rm A/cm^2}$ and the excited shell $40.05\times4\times0.271\times0.413=17.9\,{\rm A/cm^2}$.

The ground current is slightly below $J_{\rm id}$, so the whole increase comes from the excited shell. Spread-out holes leave too few in the ground level. Clamping then demands more ground-level electrons, and the higher electron Fermi level fills the excited electron shell: $f_{e1}$ is 0.271 against 0.154 for equal 60 meV ladders. The threshold is 48\% above $J_{\rm id}$, and a finite difference gives $T_0=460$ K in place of 755 K.

\section{What to do about it}

\paragraph{Spacing.} These rules concern the radiative current of the model only; the non-radiative and escape currents left out can outweigh it in a real device. Even if the holes are already spread, a wider electron spacing reduces excited-shell recombination, which needs an electron there as well as a hole. It removes it only where a single electron level could reach threshold: at $b=0.55$, $\Delta_h=10$ meV and 300 K the excited-shell current levels off near $0.42\,eN/\tau$ however wide $\Delta_e$ is, because neutrality forces electrons into the excited shell. Widening the hole spacing restores gain and lowers the carrier number.

\paragraph{Loss and dot number.} By Eq.~\eqref{eq:excess}, a smaller $b$ reduces the relative excess. If it is obtained by adding dots, $G\propto N$ and $J_{\rm id}\propto(1+b)^2/b$, which increases as $b$ falls below 1. The total threshold also contains the excited-shell current. For equal two-shell ladders with 60 meV spacing at 300 K, it is lowest near $b=0.55$. Above that value, adding dots lowers the total current as well; below it, stability is bought with current. Lower optical loss at fixed $N$ reduces both the relative excess and $J_{\rm id}$.

\paragraph{Acceptor doping.} In the limit where acceptors fill both hole shells, $f_{h0}=f_{h1}=1$, $f_{e0}=b$ and
\begin{equation}
J=\frac{eN}{\tau}\left[g_0b+\frac{g_1}{1+\frac{1-b}{b}e^{\Delta_e/kT}}\right].
\end{equation}
For $\Delta_e=60$ meV at 300 K the excited electron occupation is $1/(1+2.33\times10.2)=0.04$. The remaining excess varies as $e^{-\Delta_e/kT}$, since the holes are already present. Here it is $4\times0.04/(2\times0.30)$, or about 27\% of the ground current, against 11\% for undoped equal ladders with the same spacing, although the total current falls from 37.7 to 30.5 ${\rm A/cm^2}$. Compared with equal ladders, doping thus lowers the radiative threshold here but does not make it less sensitive to temperature at 300 K, where $T_0$ is about 635 K against 755 K; at 400 K the order is reversed, 777 K against 685 K. Compared with the undoped dot of the previous section, with $\Delta_e=60$ meV and $\Delta_h=10$ meV, it improves both: at 300 K the threshold falls from 50.2 to 30.5 ${\rm A/cm^2}$ and $T_0$ rises from 460 to about 635 K. If both hole shells stay full at every temperature, which needs a reservoir of holes, their spacing no longer matters. With a fixed 5.2 acceptors per dot, nearly full at 300 K, $T_0$ is about 640 K for $\Delta_h=60$ meV and about 770 K for $\Delta_h=10$ meV. A real dot has more hole levels to fill than the two shells kept here. The saving over equal ladders is not general: at $b=0.6$, with the same $N$, spacing and temperature, filling the hole shells raises the threshold from 64.0 to 68.6 ${\rm A/cm^2}$, because every excited electron then finds a hole. Auger processes involving two holes, absent here, may offset any saving.

\paragraph{Uniformity.} If dots of different size share a Fermi level, carriers can move thermally between resonant and non-resonant dots. The size distribution then acts as a further set of levels, and the argument for Eq.~\eqref{eq:ideal} fails even with one level per dot.

Numbers in the example were calculated in double precision.
